# Separating localized from extended vibrations in damaged silicon by participation scaling

## What symmetry fixes

A vibration of \(N\) equal atoms is a normalized vector with three components \(\mathbf e_i\) per atom. Its weights \(w_i=|\mathbf e_i|^2\) satisfy \(\sum_i w_i=1\). We want a number that says how many atoms take part. It must be dimensionless, it must not depend on how atoms are labelled, and it must pass two tests of scale:

- adding atoms that do not move leaves it unchanged;
- spreading the same pattern over \(m\) equal copies of the system multiplies it by \(m\).

Try a power sum \(\sum_i w_i^s\) with \(s>1\). Still atoms add nothing to it. In \(m\) copies each weight becomes \(w_i/m\), so the sum becomes \(m\cdot m^{-s}\sum_i w_i^s=m^{1-s}\sum_i w_i^s\). Raising it to the power \(1/(1-s)\) gives the required factor \(m\). The choice \(s=2\) is the participation number,
\[
P=\frac{1}{\sum_i w_i^2},\qquad 1\le P\le N .
\]
The lower limit is one moving atom. The upper one follows from \(1=(\sum_i w_i)^2\le N\sum_i w_i^2\). The participation ratio is \(P/N\).

The two requirements now give the size dependence. Enlarging the box around a localized mode adds nearly still atoms, so \(P\) tends to a constant. Enlarging it for an extended mode adds more of the same pattern, so \(P\propto N\). The exponent
\[
\tau=\frac{d\ln P}{d\ln N}
\]
tends to 0 in the first case and to 1 in the second, if modes are compared at a fixed place in the spectrum.

## Four atoms by hand

Put four unit masses on a ring and let each move along the ring. Springs 2–3, 3–4 and 4–1 have constant 1, and spring 1–2 has constant \(\kappa=2\), like a compressed bond. Reflection through the middle of the stiff spring exchanges 1 with 2 and 4 with 3. Consider the modes whose numbers \(u_i\) change sign under this exchange of atoms, called odd here: \(u_1=a,\ u_2=-a,\ u_4=b,\ u_3=-b\).

The restoring force on atom 1 is \(2(u_1-u_2)+(u_1-u_4)=5a-b\). On atom 4 it is \((u_4-u_3)+(u_4-u_1)=3b-a\). With \(\lambda=\omega^2\),
\[
\begin{pmatrix}5&-1\\-1&3\end{pmatrix}\begin{pmatrix}a\\b\end{pmatrix}=\lambda\begin{pmatrix}a\\b\end{pmatrix},\qquad \lambda=4\pm\sqrt2 .
\]
The first row gives \(t=b/a=5-\lambda=1\mp\sqrt2\). Two atoms carry \(a^2\) and two carry \(b^2\), so
\[
P=\frac{(2a^2+2b^2)^2}{2a^4+2b^4}=\frac{2(1+t^2)^2}{1+t^4}.
\]
For the upper mode \(t^2=3-2\sqrt2\) and \(t^4=17-12\sqrt2\). Then
\[
P=2\,\frac{(4-2\sqrt2)^2}{18-12\sqrt2}=2\,\frac{24-16\sqrt2}{18-12\sqrt2}=\frac83 .
\]
For the lower mode \(t\) is replaced by \(-1/t\), which leaves the formula unchanged, so again \(P=8/3\). The two modes have the same participation number, yet they behave differently when the ring grows. The value of \(P\) in one cell cannot tell them apart.

**The upper mode in a long ring.** Away from the stiff spring let the amplitude be \((-q)^j\), where \(j=0,1,2,\dots\) counts atoms outward on one side and \(0<q<1\). The other side has the opposite sign. An atom with \(j\ge1\) requires
\[
\lambda=2+q+\frac1q ,
\]
and the atom at \(j=0\) requires \(\lambda=2\kappa+1+q\). Equating them gives \(q=1/(2\kappa-1)\), which is below 1 if \(\kappa>1\). For \(\kappa=2\), \(q=1/3\) and \(\lambda=16/3\), above the top of the band at 4. The normalized weights on each side are \(\tfrac12(1-q^2)q^{2j}\), so
\[
\sum_i w_i^2=2\cdot\frac{(1-q^2)^2}{4}\cdot\frac1{1-q^4}=\frac{1-q^2}{2(1+q^2)},\qquad
P=\frac{2(1+q^2)}{1-q^2}=\frac52 .
\]
From four atoms to infinitely many, \(P\) moves only from \(8/3\) to \(5/2\).

**A band mode in a long ring.** The stiff spring merely shifts the phase of a standing wave \(\cos(kj+\delta)\). Away from special values of \(k\), \(\cos^2\) averages to \(1/2\) and \(\cos^4\) to \(3/8\). To leading order in \(N\),
\[
P=\frac{(N/2)^2}{3N/8}=\frac{2N}{3}.
\]

**A second way to tell them apart.** Reverse the sign of the displacement seen across the far spring 3–4, so that its stretch is \(u_4+u_3\). For odd modes this vanishes, and the entry 3 in the matrix becomes 1. The eigenvalues are then \(3\pm\sqrt5\). The upper one moves from 5.414 to 5.236, a shift of 0.18. The lower one, followed as an odd mode, moves from 2.586 to 0.764, a shift of 1.82. The even modes move from 0 and 2 to \(2\mp\sqrt2=0.586\) and 3.414. If all four levels are paired by their order instead, as must be done in a network without symmetry, 2.586 goes to 3.414, a shift of 0.83, still more than four times that of the upper mode. A localized mode hardly feels the far boundary, and this shows even where \(P\) is the same.

## The dynamical matrix of a network

Each silicon atom \(i\) has four bond vectors \(\mathbf R_a\) to its neighbours, with lengths \(r_a\). Its energy is taken as
\[
E_i=\sum_a\varphi(r_a)+\frac{3\beta}{16d^2}\sum_{a\ne b}S_{ab}^2,\qquad S_{ab}=\mathbf R_a\!\cdot\!\mathbf R_b+\frac{d^2}{3},
\]
where the sum runs over ordered pairs. \(S_{ab}\) vanishes for the tetrahedral angle at length \(d\). Every bond is counted from both ends. The stretch obeys \(\varphi''=\tfrac32\alpha(r/d)^{-9}\) and \(\varphi'(d)=0\), hence
\[
\varphi'(r)=\frac{3\alpha d}{16}\left[1-\left(\frac dr\right)^8\right].
\]
Short bonds are stiff, long ones are soft, and no bond can dissociate. The power 9 is a model choice.

The derivative with respect to \(\mathbf R_a\) is
\[
\frac{\partial E_i}{\partial\mathbf R_a}=\varphi'(r_a)\,\mathbf n_a+\frac{3\beta}{4d^2}\sum_{b\ne a}S_{ab}\mathbf R_b,\qquad \mathbf n_a=\frac{\mathbf R_a}{r_a}.
\]
The factor 4 relative to \(3\beta/16d^2\) comes from the square (2) and from the pair appearing in both orders (2). Differentiating once more gives \(3\times3\) blocks, for \(a\ne b\)
\[
K_{ab}=\frac{3\beta}{4d^2}\left(S_{ab}I+\mathbf R_b\mathbf R_a^{T}\right),
\]
and on the diagonal
\[
K_{aa}=\varphi''\mathbf n_a\mathbf n_a^T+\frac{\varphi'}{r_a}(I-\mathbf n_a\mathbf n_a^T)+\frac{3\beta}{4d^2}\sum_{b\ne a}\mathbf R_b\mathbf R_b^T .
\]

A displacement changes the bond vector from \(i\) to \(j\) by \(\mathbf u_j-\mathbf u_i\). Collect these differences in a matrix \(G\), so that \(\delta\mathbf R=G\mathbf u\). In a relaxed network the terms linear in \(\mathbf u\) cancel. Since \(\delta\mathbf R\) is linear in \(\mathbf u\), the energy to second order is \(\tfrac12\mathbf u^TG^TKG\mathbf u\). Newton's equation with mass \(M\) gives
\[
D\,\mathbf e=\omega^2\mathbf e,\qquad D=\frac{G^TKG}{M}.
\]
A uniform translation has \(G\mathbf u=0\), so three eigenvalues are zero. At a stable minimum none is negative.

**The crystal as a special case.** Move one sublattice by \(\mathbf s\) and the other by \(-\mathbf s\). Every bond vector changes by \(\pm\mathbf v\) with \(v=2s\). Let \(x_a=\mathbf n_a\cdot\mathbf v\). Tetrahedral symmetry gives \(\sum_a x_a=0\) and \(\sum_a x_a^2=\tfrac43v^2\). The stretch energy per atom is \(\tfrac12\cdot\tfrac32\alpha\cdot\tfrac43v^2=\alpha v^2\). For the angles \(\delta S_{ab}=\pm d(x_a+x_b)\), and
\[
\sum_{a\ne b}(x_a+x_b)^2=8\sum_a x_a^2-4\sum_a x_a^2=\frac{16}{3}v^2 ,
\]
which contributes \(\beta v^2\). Setting \((\alpha+\beta)(2s)^2=\tfrac12M\omega^2s^2\) yields
\[
\omega^2=\frac{8(\alpha+\beta)}{M}.
\]
With \(d=0.235\) nm, \(\alpha=44\) N/m and \(\beta=12\) N/m this is 520.3 cm\(^{-1}\). The round constants were chosen to put the line near its rough measured place.

## Two reference values for \(P\)

**A structureless extended mode.** Let \(\mathbf e\) be a random unit vector in \(n=3N\) dimensions. Write a vector of independent unit Gaussians as \(\rho\,\mathbf e\), with length \(\rho\) independent of direction. Then \(\langle\rho^4\rangle=3n+n(n-1)=n(n+2)\), so \(\langle e_k^4\rangle=3/[n(n+2)]\) and \(\langle e_k^2e_l^2\rangle=1/[n(n+2)]\) for \(k\neq l\). One atom has three terms of the first kind and six of the second, in total \(15/[n(n+2)]\). Summing over atoms,
\[
\Big\langle\sum_iw_i^2\Big\rangle=\frac{15N}{3N(3N+2)}=\frac{5}{3N+2}.
\]
The participation ratio is therefore near \(3/5\); sampled vectors for \(N=216\) give 0.602.

**An exponentially localized mode.** Let the amplitude fall as \(e^{-r/\xi}\) in a medium with \(n_0\) atoms per volume. Since \(\int e^{-2r/\xi}d^3r=\pi\xi^3\) and \(\int e^{-4r/\xi}d^3r=\pi\xi^3/8\),
\[
P=\frac{n_0(\pi\xi^3)^2}{\pi\xi^3/8}=8\pi n_0\xi^3 .
\]
This needs \(\xi\) well above the bond length and well below the box side \(L\). When \(\xi\) is comparable with \(L\), a mode that will prove localized still grows with the cell.

## The procedure in general

1. Build periodic cells of several sizes by the same recipe and relax them.
2. Form \(D\), diagonalize it, and confirm three zero modes and no negative eigenvalue.
3. Group modes by their fraction of the spectrum counted from the top. Average \(\ln P\) in each group over all cells of one size.
4. Fit \(\tau\) as the slope of \(\langle\ln P\rangle\) against \(\ln N\).
5. Predict a larger cell that was not used in the fit.
6. Make the boundary antiperiodic in one direction and compare each level's shift with the mean level spacing.

Calling a group localized when \(\tau<1/2\) is a convention for finite cells. It gives a rough estimate of the mobility edge, the frequency that divides the two classes in an infinite system, but sets no strict bounds on it.

Degenerate modes need care. In a perfect crystal any combination of them is also a mode, and \(P\) can depend on the combination. The three optical modes at the top of the crystal's spectrum are an exception: all atoms move equally in every combination, so \(P=N\). Disorder removes this ambiguity.

## Damaged silicon cells

Ion damage is imitated by bond switches. In a chain A–B–C–D the bonds A–B and C–D are replaced by A–C and B–D, so each atom keeps four neighbours. Rings of three or four atoms are refused. Starting from the crystal, 0.46 switches per atom were accepted at a high fictitious temperature, then 0.17 per atom in a short approximate anneal. The volume stayed that of the crystal. The (111) Bragg power fell to 0.073 of the crystal's.

There are ten cells of 64 atoms, four of 216, two of 512 and one of 1000. "Mid" denotes the 1% of modes nearest 312 cm\(^{-1}\).

| \(N\) | \(L\) (nm) | \(P\), top 1% | \(P\), mid |
|---|---|---|---|
| 64 | 1.09 | 2.9 | 27.4 |
| 216 | 1.63 | 2.6 | 83.0 |
| 512 | 2.17 | 2.5 | 187.2 |
| 1000 | 2.71 | 2.6 | 360.9 |

From the end points of the fitted sizes, the mid-band slope is \(\ln(187.2/27.4)/\ln 8=0.92\), and the three-point fit gives the same. The top 1% gives \(-0.08\), close to zero; its statistical error was not computed. The 1000-atom cell was not fitted. Relative to 512 atoms its \(P\) is larger by a factor 1.06 at the top and 1.93 in mid-band, while \(N\) grows by 1.95.

The mid-band participation ratio falls from \(27.4/64=0.43\) to \(360.9/1000=0.36\), below the random-vector value 0.6. These modes extend through the cell but are not structureless. The fall is why the fitted exponent lies below 1; between the two largest sizes it is \(\ln1.93/\ln1.95=0.98\).

Going down from the top of the spectrum, the exponents are:

| Fraction from top | \(\tau\) |
|---|---|
| 1–2% | \(-0.12\) |
| 2–4% | \(-0.02\) |
| 4–8% | 0.25 |
| 8–16% | 0.58 |
| 16–32% | 0.77 |

The value 1/2 is passed between the 4–8% and 8–16% groups. Their common boundary, 8% from the top, lies at 548 cm\(^{-1}\), or 67.9 meV. Because 0.58 is close to the dividing value and the groups are wide, this is an estimate of where the change occurs, not a critical frequency. Intermediate exponents may reflect localization lengths comparable with the boxes; these sizes do not decide that.

## Evidence that does not use \(P\)

In the 512-atom cells, with levels paired by their order and each shift divided by the mean spacing of its own frequency window, the antiperiodic boundary shifts mid-band levels by a median of 0.454 mean spacings. For the top 15 modes of each cell the median is 0.000 to three decimals. This is the four-atom result in a larger system.

The rms distance of a mode's weight from the atom with the largest \(w_i\) has median 1.05 nm in mid-band. Uniform weight in a cube would give \(\sqrt{3L^2/12}=L/2=1.09\) nm. For the top modes the median is 0.15 nm. Equal weight on two atoms a normal bond apart would give \(0.235/\sqrt2=0.17\) nm, so the weight lies mostly on one atom and its near neighbours. These numbers do not distinguish a vibrating pair from one atom moving against several neighbours: weights of 0.6 on one atom and 0.1 on each of four neighbours would give \(P=2.5\) and 0.15 nm as well. The continuum formula confirms that it cannot be used here: with \(n_0=50\) nm\(^{-3}\), \(P=2.6\) would need \(\xi\approx0.13\) nm, less than a bond.

Extended modes of a disordered system overlap and repel one another in frequency. The ratio of the smaller to the larger of two adjacent spacings averages 0.548 over the levels from 20% to 70% of the spectrum, counted from the bottom, against 0.532 for sampled random symmetric matrices. Independent levels would give \(\int_0^1 2r(1+r)^{-2}dr=2\ln2-1=0.386\). The network value is far from this, which shows the repulsion. It is close to the random-matrix value, but the remaining difference of 0.016 was not explained, so full agreement with random-matrix statistics is not claimed.

## Why the top modes are localized here

The bonds around atoms that carry the top modes average 0.2397 nm, against 0.2430 nm overall. The stiffness law makes short bonds stiff, like the strong spring of the ring, but the comparison has a limit. In an infinitely long ring any \(\kappa>1\) binds a localized mode. In the three-dimensional crystal of this model, the stretching stiffness of a single bond must be raised by a factor of about 1.17 before a mode localizes on it. The two average lengths correspond to a factor of only \((0.2430/0.2397)^9=1.13\), so they show a tendency and do not by themselves explain the localization. The two factors also have different references: the threshold is measured against crystal bonds, while both averages are longer than \(d\) and correspond to 0.84 and 0.74 of the crystal's stiffness. The value 0.2397 nm averages all four bonds of each atom, which dilutes a single short one. Single bonds much shorter than average can exceed the threshold. The shortest bond in the 512-atom cells is 0.200 nm, and its stiffness is raised by \((0.200/0.235)^{-9}=4.3\). An isolated pair on it would vibrate at
\[
\omega=\sqrt{\frac{2\cdot3\alpha\cdot4.3}{M}}\ \to\ \text{about }830\ \text{cm}^{-1}.
\]
The highest mode in the 512-atom cells is at 898 cm\(^{-1}\). Neighbouring bonds add restoring force: if one bond of the otherwise perfect crystal is stiffened by the same factor, its localized mode lies at about 860 cm\(^{-1}\). The remaining difference was not explained, and it was not established that the highest mode sits on the shortest bond.

A direct intervention was made in one 216-atom cell. With positions held fixed, every bond was given the crystal's stretching stiffness and no tension. The mean frequency of the top six modes fell from 769 to 618 cm\(^{-1}\), and their \(P\) rose from 2.3 to 6.0. In this cell, variation in bond stiffness and tension thus causes much of the high tail and of its tight localization. The disorder that remains is in the bond directions, which enter the stretching term too, and in the angle terms; their separate shares in what is left above 520 cm\(^{-1}\) were not computed.

## Beside real amorphous silicon

The cells are far more strained than real films. Their bond-angle spread is 18.3°, where roughly 10 to 12° is typical of implanted material, and their strain energy of 1.1 eV per atom compares with a real excess over the crystal of order 0.1 eV. One nominal bond is 0.404 nm long, beyond the crystal's second-neighbour distance of \(1.633\,d=0.384\) nm. In 1024 atoms there are 337 non-bonded pairs closer than 0.294 nm, which real atoms would resist and this model does not. Modes near 900 cm\(^{-1}\) belong to these overstrained networks and should not be expected in a film. The 8% fraction should not be carried over either; a better annealed network probably has fewer localized modes, but that was not computed.

Two other changes were tried and have little effect on the top modes. In the same 216-atom cell, lowering the density by 2% moves the mean top frequency by \(-2.9\) cm\(^{-1}\), and cutting its longest bond moves it by 0.1 cm\(^{-1}\); \(P\) stays at 2.3 in both cases. The 151 cm\(^{-1}\) change found on equalizing the bonds is far larger, but that step removes the whole spread of bond stiffness and tension, while these two changes are small or local. The numbers compare the changes made, not sensitivities to equal disturbances.

For the highest mode of one 512-atom cell the rms amplitude at 300 K is 2.6 pm. This multiplies the normalized vector \(\mathbf e\), so each atom moves by less. At that displacement the part of the anharmonic energy even in the displacement is 0.2% of the harmonic energy, and the odd part is 4.6% in size. The harmonic description is therefore reasonable for this mode, although its frequency shift through coupling to other modes was not calculated. The remaining values are in the numerical output.

## Computed values

```
bond length 0.235 nm, alpha 44 N/m, beta 12 N/m
stiffness power 9; Si mass 28.0855 u
energy unit alpha d^2: 15.17 eV
crystal optical line: 520.3 cm^-1
highest crystal mode: 520.3 cm^-1
damage switches per atom: 0.46
accepted anneal switches per atom: 0.17
bond angle mean 108.7, spread 18.3 deg
bond mean 0.2430, spread 0.0188 nm
shortest and longest bond (512 cells): 0.200, 0.404 nm
strain energy: 1.103 eV/atom
Bragg (111) power / crystal: 0.073
random-vector P/N at N=216: 0.602
mid-band target: 312.2 cm^-1
N=64: box 1.09 nm, P top 1% 2.9, P mid 27.4
N=216: box 1.63 nm, P top 1% 2.6, P mid 83.0
N=512: box 2.17 nm, P top 1% 2.5, P mid 187.2
N=1000: box 2.71 nm, P top 1% 2.6, P mid 360.9
exponent top 1%: -0.08; mid-band: 0.92
exponent 0-1% from top: -0.08
exponent 1-2% from top: -0.12
exponent 2-4% from top: -0.02
exponent 4-8% from top: 0.25
exponent 8-16% from top: 0.58
exponent 16-32% from top: 0.77
P(1000)/P(512): top 1.06, mid 1.93, N ratio 1.95
edge estimate: top 8% of modes
edge frequency: 548 cm^-1 = 67.9 meV
highest mode (512 cells): 898 cm^-1
median mode radius: top 0.15, mid 1.05 nm
median twist shift/spacing: top 0.000, mid 0.454
spacing ratio: mid-band 0.548, random matrices 0.532
mean bond seen by top modes: 0.2397 nm
216 cell, top 1%: 769.1 cm^-1, P 2.3
  equal bond stiffness: 617.9 cm^-1, P 6.0
  density 2% lower: 766.2 cm^-1, P 2.3
  one broken bond: 769.2 cm^-1, P 2.3
300 K amplitude of highest mode: 2.62 pm
anharmonic/harmonic energy: even 0.21%, odd -4.57%
non-bonded pairs below 0.294 nm in 1024 atoms: 337
```
